# Estimating the binding of a second hole to boron in silicon

A calculation of hole density or trapping in boron-doped silicon at low temperature begins with a list of the charge states that boron may take. The negative ion B⁻ has released its hole, and the neutral acceptor B⁰ holds one hole. The decision is whether to add B⁺, a boron centre that holds two holes. That depends on the supply of free holes and on how the energy $A$ binding the second hole compares with $kT$. An estimate good to a few tenths of a meV is enough to decide at most temperatures, though not enough to fix populations closely at 4.2 K.

## The estimate

Neutral boron is a hole bound to a fixed negative charge, a hydrogen atom with the signs of all charges reversed. Adding a hole is then the counterpart of adding an electron to hydrogen:

$$
\mathrm{B^0}+\text{hole}\rightarrow \mathrm{B^+}
\qquad\text{mirrors}\qquad
\mathrm{H}+\text{electron}\rightarrow \mathrm{H^-}.
$$

Hydrogen binds its electron by 13.606 eV, and its calculated electron affinity is 0.754 eV. Boron binds its first hole by $I=45$ meV. If the two energies keep the same proportion,

$$
A\approx 45\ \text{meV}\times\frac{0.754}{13.606}
=45\ \text{meV}\times0.0554=2.49\ \text{meV}.
$$

So the second hole is bound by roughly 2.5 meV. At 4.2 K, where $kT=0.362$ meV, B⁺ can matter. The temperature at which $kT=A$ is 28.9 K, and well above it the state can usually be dropped from a lightly doped sample.

Two things must be established: why the proportion carries over, and how far silicon departs from the conditions under which it does.

## Why the ratio carries over

Hole energies are counted from the valence-band edge into the band, so that a free hole at rest has energy zero and a bound hole has negative energy. $I$ is the energy needed to free the hole of B⁰, and $A$ the energy needed to free one hole of B⁺. Both are positive for bound states.

Assume a single isotropic parabolic band of mass $m$ with two spin states, a fixed point charge $-e$, and one dielectric constant $\varepsilon$ for all Coulomb forces. The Hamiltonian of two holes is

$$
H=-\frac{\hbar^2}{2m}(\nabla_1^2+\nabla_2^2)
-\frac{e^2}{4\pi\varepsilon_0\varepsilon}
\left(\frac1{r_1}+\frac1{r_2}-\frac1{r_{12}}\right).
$$

The first two Coulomb terms attract the holes to boron; the last enters with a positive sign overall and is their mutual repulsion. Measure lengths in units of a length $a^*$, so that $\mathbf r_i=a^*\boldsymbol\rho_i$. Each Laplacian gives a factor $1/a^{*2}$ and each Coulomb term a factor $1/a^*$. The two prefactors become equal if

$$
\frac{\hbar^2}{ma^{*2}}=\frac{e^2}{4\pi\varepsilon_0\varepsilon a^*}\equiv E^*,
\qquad\text{so}\qquad
a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{me^2}.
$$

With this choice $H=E^*h$, where

$$
h=-\tfrac12(\nabla_{\rho_1}^2+\nabla_{\rho_2}^2)
-\frac1{\rho_1}-\frac1{\rho_2}+\frac1{\rho_{12}}
$$

contains no material constant. It is the Hamiltonian of H⁻ with a fixed nucleus, in atomic units. Let its lowest eigenvalue be $-w$. One hole alone obeys the hydrogen equation, with lowest eigenvalue $-\tfrac12$. Therefore

$$
I=\tfrac12E^*,\qquad A=E^*\left(w-\tfrac12\right),\qquad
\frac AI=2w-1\equiv c .
$$

Mass and dielectric constant have cancelled. The cancellation needs the same $\varepsilon$ in the attraction and in the repulsion, and a kinetic energy with no second mass or energy scale in it.

## Finding the number c

The smallness of $c$ makes it sensitive to the treatment of the repulsion. Try first a product in which both particles share one orbital, $\psi=e^{-k(\rho_1+\rho_2)}$. Each particle has kinetic energy $k^2/2$ and nuclear attraction $-k$. For the repulsion, the normalized cloud $(k^3/\pi)e^{-2k\rho}$ produces the potential

$$
\phi(\rho)=\frac1\rho-\left(k+\frac1\rho\right)e^{-2k\rho},
$$

which tends to $1/\rho$ far away, is finite at the origin, and satisfies Poisson's equation for that cloud. Averaging it over the second cloud gives

$$
4k^3\int_0^\infty\rho^2e^{-2k\rho}\phi\,d\rho
=4k^3\left[\frac1{4k^2}-\frac1{32k^2}-\frac1{16k^2}\right]=\frac58k .
$$

The total is $k^2-2k+\tfrac58k=k^2-\tfrac{11}8k$. It is lowest at $k=\tfrac{11}{16}$, where it equals $-\tfrac{121}{256}\approx-0.473$. This lies above $-0.5$, the energy of an atom and a distant free electron, so this trial function does not show binding. The particles must be allowed to avoid one another.

The ground state depends on the three distances $\rho_1$, $\rho_2$ and $u=\rho_{12}$. To write its energy in them, let subscripts on $\psi$ denote derivatives: $\psi_1$ and $\psi_2$ with respect to $\rho_1$ and $\rho_2$, and $\psi_u$ with respect to $u$. The chain rule gives $\nabla_1\psi=\psi_1\hat{\boldsymbol\rho}_1+\psi_u(\boldsymbol\rho_1-\boldsymbol\rho_2)/u$. The cosine between these two unit vectors is

$$
q_1=\frac{\rho_1^2+u^2-\rho_2^2}{2\rho_1u},
$$

and $q_2$ follows by exchanging 1 and 2. Hence $|\nabla_1\psi|^2=\psi_1^2+\psi_u^2+2q_1\psi_1\psi_u$. Adding the same expression for particle 2 and halving the sum gives

$$
w_{\rm trial}=-\frac{\int d\tau\left[\tfrac12(\psi_1^2+\psi_2^2)+\psi_u^2+\psi_u(q_1\psi_1+q_2\psi_2)+v\psi^2\right]}
{\int d\tau\,\psi^2},
$$

with $v=-1/\rho_1-1/\rho_2+1/u$. For fixed $\rho_1,\rho_2$ and angle $\theta$ between the position vectors, $u^2=\rho_1^2+\rho_2^2-2\rho_1\rho_2\cos\theta$ gives $u\,du=\rho_1\rho_2\sin\theta\,d\theta$. The volume element is therefore $d\tau=8\pi^2\rho_1\rho_2u\,d\rho_1d\rho_2du$, with $|\rho_1-\rho_2|\le u\le\rho_1+\rho_2$.

The trial function is

$$
\psi=e^{-k s}\sum_{l,j,n}C_{ljn}\,s^l t^{2j}u^n,
\qquad s=\rho_1+\rho_2,\quad t=\rho_1-\rho_2 .
$$

Even powers of $t$ make it symmetric under exchange, as a spin singlet requires. Powers of $u$ let the particles keep apart. Every integral reduces to powers times an exponential, and making the energy stationary in the coefficients gives a matrix eigenvalue problem. With $l+2j+n\le5$ there are 34 terms, and the best $k$ gives an energy of $-0.527707$ hartree, so that

$$
c=2(0.527707)-1=0.0554 .
$$

Passing from 22 to 34 terms lowered the energy by $3.7\times10^{-5}$ hartree, which changes $c$ by about 0.1% of its value. A variational energy cannot lie below the true one, so apart from rounding this $c$ is a lower bound on the model's ratio. Larger sets of functions give $-0.52775$ hartree and $c=0.0555$, which raises $A$ from 2.49 to 2.50 meV, so the last digit carried below is uncertain by one unit.

A separate calculation, in which both particles are expanded in Gaussian orbitals, gives 0.0551. Repeating it with mass 2 and dielectric constant 1.5, without rescaling the orbitals, gives 0.0550. The exact ratio is the same in each case, so these differences, all below 1%, reflect the finite sets of functions. Within that error the ratio survives the change of material constants, as the derivation requires.

## The size of the two-hole state

The one-band picture can be given boron's binding energy by choosing its mass. From the definitions above, $I=(m/m_0)\,\mathrm{Ry}/\varepsilon^2$, where $m_0$ is the electron mass and Ry is 13.606 eV. With the rough value $\varepsilon=11.4$,

$$
\frac m{m_0}=\frac{0.045\times11.4^2}{13.606}=0.43 .
$$

This is a fitted mass, not a property of one of silicon's bands. Since $I=E^*/2$, the scaled Bohr radius is

$$
a^*=\frac{e^2}{8\pi\varepsilon_0\varepsilon I}=1.40\ \text{nm}.
$$

In this one-band picture the mean hole distance is $\tfrac32a^*=2.1$ nm in neutral boron. In the two-hole state it is 3.8 nm, averaged over both holes.

The far tail is longer still. When one hole is far out, the boron ion and the other hole together look neutral, so the outer hole has no long-range Coulomb attraction. Its radial function $f=r\psi$ then obeys $-(\hbar^2/2m)f''=-Af$, and the decaying solution is $e^{-r/\lambda}$ with

$$
\lambda=\frac{\hbar}{\sqrt{2mA}} .
$$

Because $I=\hbar^2/(2ma^{*2})$ and $A=cI$, this is $\lambda=a^*/\sqrt c=1.40/0.235\approx6.0$ nm.

This value uses the fitted mass. In silicon itself the far tail is governed by the light holes, whose masses of about 0.14 to 0.20 $m_0$ give a $\lambda$ of 9 to 11 nm.

For an acceptor density of $10^{15}$ cm⁻³, the sphere containing one acceptor on average has a radius of 62 nm, about six or seven of these longer tail lengths. Treating centres as isolated is then reasonable for typical spacings. At $10^{17}$ cm⁻³ the radius falls by $100^{1/3}=4.64$, to 13 nm, less than two of them. Neighbours then overlap the weakly bound hole, and a binding energy for one isolated centre no longer describes it.

## What silicon's valence band does to the ratio

The top of silicon's valence band is fourfold degenerate and anisotropic. Near the edge, the kinetic energy of a hole is modelled by the Luttinger Hamiltonian

$$
\begin{aligned}
H_4=\frac{\hbar^2}{2m_0}\Big[&\gamma_1k^2
-2\gamma_2\sum_a\left(J_a^2-\tfrac54\right)k_a^2\\
&-4\gamma_3\sum_{a<b}\{J_aJ_b\}k_ak_b\Big],
\end{aligned}
$$

where $a,b$ run over the cube axes, $J_a$ are dimensionless spin-3/2 matrices, and $\{J_aJ_b\}=(J_aJ_b+J_bJ_a)/2$. For $\mathbf k$ along a cube axis, $J_a^2-\tfrac54$ is $+1$ or $-1$. The inverse masses are then $\gamma_1\mp2\gamma_2$, a heavy and a light hole. Along a body diagonal they are $\gamma_1\mp2\gamma_3$. Rough values for silicon are $\gamma_1,\gamma_2,\gamma_3=4.3,\,0.34,\,1.45$. Changing $\varepsilon$ still rescales this model, but the ratios $\gamma_2/\gamma_1$ and $\gamma_3/\gamma_1$ remain as pure numbers. The hydrogen value of $c$ is therefore no longer guaranteed.

Another band, split off by about $\Delta=44$ meV, lies as far from the edge as the binding energy itself. To include it, replace $J_a$ by orbital spin-1 matrices $L_a$, replace $\tfrac54$ by $\tfrac23$, and multiply the $\gamma_2$ and $\gamma_3$ terms by 3. The factor 3 is seen in the state of largest spin projection, where $J_z^2-\tfrac54=1$ but $L_z^2-\tfrac23=\tfrac13$. Then add

$$
H_\Delta=\frac{2\Delta}3\left(\frac12-\mathbf L\cdot\mathbf S\right),
$$

where $\mathbf S$ is the spin-1/2 operator. Since $\mathbf L\cdot\mathbf S$ is $\tfrac12$ in the four upper band states and $-1$ in the two split-off states, this term gives 0 and $\Delta$.

The table shows what these models give for one and for two holes in a finite set of Gaussian orbitals, with the same screened Coulomb forces. The values are not converged. The set stops at orbital angular momentum 3, and more flexible orbitals raise the six-band $I$ to 44.2 meV with angular momenta up to 6 and to 44.9 meV with angular momenta up to 8, where it is still rising slowly. The four-band $I$ moves less, to 33.6 meV.

| Model | $I$ (meV) | $A$ (meV) | $A/I$ |
|---|---:|---:|---:|
| Four bands | 32.8 | 2.32 | 0.071 |
| Six bands | 36.9 | 2.10 | 0.057 |
| Six bands and core | 45.0 | 2.52 | 0.056 |

In this set the four-band ratio is 28% above the hydrogen value and the six-band ratio is within 3% of it. Since the six-band first binding is itself too small by about 18%, neither figure can be taken as a property of the bands. The table supports only the order of size of $A$, about 2 meV. That the ratio in silicon stays near hydrogen's is an assumption of the estimate, not a result.

The two-hole energies are the lowest found by an iterative search in a finite set of Gaussian orbitals. That set gives hydrogen's ratio to within 1%, but its error is larger for anisotropic degenerate bands. For one hole in the spherical approximation, where $\gamma_2$ and $\gamma_3$ in the four-band model are both replaced by $(2\gamma_2+3\gamma_3)/5$, it gives 30.4 meV, against 30.5 meV from a separate radial calculation. That agreement does not test the cubic anisotropy, which brings in the higher angular momenta.

## Which binding energy should be scaled?

In this orbital set neither band model reaches 45 meV with a constant dielectric screening. For six bands most of the shortfall is the error of the set, since better orbitals bring the same model to about 45 meV. That agreement depends on the rough inputs: taking $\varepsilon=11.7$ instead of 11.4 lowers the six-band value by about 5%. How much is left for the core is therefore not fixed here, although close to the boron atom the potential is not a screened point charge. The last row of the table represents the missing attraction by a well

$$
V_c(r)=-V_0e^{-(r/b)^2}.
$$

The range was chosen as $b=0.24$ nm, and the fitted depth is $V_0=1.5$ eV, which makes the first binding 45 meV in this orbital set. With angular momenta up to 6 a depth of about 0.1 eV is enough. The fitted well therefore mainly makes up for missing orbitals, and its depth should not be read as a property of boron. The well is an adjustable stand-in for the core, not a calculation of its chemistry. The same well acts on each hole, while the repulsion between holes is unchanged.

One might expect the second hole to gain as much from the core as the first. First-order perturbation theory shows why it need not. For a weak attraction much narrower than the orbitals, the energy shift is proportional to the hole density at the centre: $n_1$ for one hole, and $n_2$ for the pair, counting both holes. With $\Omega=\int |V_c|\,d^3r$,

$$
\delta I=\Omega n_1,\qquad
\delta(I+A)=\Omega n_2,\qquad
\frac{\delta A}{\delta I}=\frac{n_2}{n_1}-1 .
$$

The second hole profits by the increase in central density when it is added. If that density were doubled, $\delta A$ would equal $\delta I$. If it barely changes, $\delta A$ is small. In the one-band model the central density of the pair is only 3.4% above that of one hole. A weak, narrow core would therefore add to $A$ about 0.03 of what it adds to $I$.

That is less than the share $c=0.055$ assumed when the full 45 meV is scaled. Suppose, for illustration, that 8 of the 45 meV came from the core, far more than the six-band model with better orbitals leaves for it. Scaling the other 37 meV gives 2.05 meV, and in first order the core adds about 0.3 meV, for a total near 2.3 meV instead of 2.5. In this first-order, one-band picture, scaling the full 45 meV is slightly high. A core worth 8 meV is not weak, however, and in the unconverged table the well adds 0.42 meV to $A$ for 8.1 meV in $I$, a share of 0.05. The sign of the error is therefore not settled, though both figures lie within the few tenths of a meV asked of the estimate.

## Populations and charge transfer

Moving a hole from one neutral boron atom to another, far away, costs $I$ and returns $A$:

$$
2\mathrm{B^0}\rightarrow\mathrm{B^-}+\mathrm{B^+},
\qquad I-A=45-2.49=42.5\ \text{meV}.
$$

At a finite separation $R$, the attraction of the two ions lowers this by $2Ia^*/R$, or 2.0 meV at 62 nm. The cost remains far above $kT$ at 4.2 K, so thermal transfer between such neutral acceptors produces very little B⁺. A population of B⁺ needs extra holes, for example from light or injection.

Suppose such holes form a dilute gas in thermal balance with the neutral and doubly occupied centres, with chemical potential $\mu$. A centre holding $N$ holes has weight $g_N\exp[(N\mu-E_N)/kT]$. Since $E_1=-I$ and $E_2=-I-A$,

$$
\frac{N_+}{N_0}=\frac{g_+}{g_0}e^{(\mu+A)/kT}
=\frac{g_+}{g_0}\frac p{N_v}e^{A/kT}.
$$

The second form uses $p=N_ve^{\mu/kT}$ for the free-hole density of a dilute gas, with $N_v=2(m_dkT/2\pi\hbar^2)^{3/2}$. Neutral boron has $g_0=4$ states. Two holes can occupy four states in $4\times3/2=6$ ways, so $g_+=6$ if these levels are split by much less than $kT$. The repulsion between the holes and the cubic shape of the bands can split them by an amount comparable with $kT$ at 4.2 K, so 6 is an upper limit there.

With a rough density-of-states mass $m_d=0.6\,m_0$, $N_v=1.93\times10^{16}$ cm⁻³ at 4.2 K. With $g_+=6$, equal numbers of B⁰ and B⁺ require

$$
p_{1/2}=\frac46N_ve^{-2.49/0.362}
=1.3\times10^{13}\ \text{cm}^{-3}.
$$

An effective $g_+$ of 4 would raise this density by half. The exponential also makes it less certain than $A$. Replacing 2.49 by 2.10 meV multiplies it by $e^{0.39/0.362}\approx2.9$. At 28.9 K, by contrast, $N_v$ is larger by $(28.9/4.2)^{3/2}=18$ and the exponential is $e^{-1}$. The dilute-gas formula, only approximate at such a density, then requires about $8.5\times10^{16}$ cm⁻³, far more than the $10^{15}$ acceptors per cm³ in this example. That is the numerical content of dropping B⁺ on warming.

## Release by an electric field

A field $F$ lowers the energy of the outer hole by $eFx$ along its escape path. With a neutral core and a binding range short compared with the barrier, the hole tunnels from $x=0$ to $x=A/eF$. The exponent in the escape probability $e^{-B}$ is

$$
B=\frac2\hbar\int_0^{A/eF}\!\sqrt{2m(A-eFx)}\,dx
=\frac{4\sqrt{2m}\,A^{3/2}}{3\hbar eF}
=\frac{4A}{3eF\lambda}.
$$

The last step uses $\sqrt{2mA}/\hbar=1/\lambda$. With the fitted mass, $eF\lambda=0.0596$ meV and $B=56$ at 0.1 kV/cm. Silicon's light holes tunnel more easily and bring $B$ down to about 32 to 38, depending on the direction of the field, so direct tunnelling is still strongly suppressed. At 1 kV/cm their exponent is only 3 to 4. At $F=A/(e\lambda)$, which is 2.4 to 2.9 kV/cm for light holes, it is about $4/3$: there is no thick barrier left, and the formula has lost its footing. Free holes heated by the field may release the second hole earlier; that process is not included.

## Comparison with boron in silicon

The parameters describe lightly doped silicon at liquid-helium temperature. Measured binding energies of the second hole are roughly 2 meV, a rough figure, so the estimate has the right size. The assumption that real silicon breaks most plainly is the single isotropic band. The multiband values of $A$ in the table lie between 2.10 and 2.52 meV, but they are not converged. That range is not a bound, and strain, splitting of the two-hole levels, neighbouring acceptors and distance-dependent screening can also shift the result. For the original decision, "roughly 2.5 meV" is adequate; for a population at 4.2 K, the uncertainty in $A$ must be carried through the exponential. The numerical output below gives the values used here.

## Computed results

```
First-hole binding, input: 45 meV
Dielectric constant, rough input: 11.4
Luttinger parameters, rough inputs: 4.3, 0.34, 1.45
Split-off energy, rough input: 44 meV
Anion energy, fixed nucleus: -0.527707 hartree
Change on enlarging the correlated basis: 3.7e-05 hartree
Hydrogen binding energy: 13.606 eV
Hydrogen electron affinity: 0.754 eV
Ratio c: 0.05541
Estimated second-hole binding A: 2.49 meV
Transfer cost I - A: 42.5 meV
Ratio from Gaussian basis: 0.05511
Gaussian ratio, mass 2 and screening 1.5: 0.05501
One-band mass implied by I: 0.43 electron masses
Scaled Bohr radius: 1.4 nm
Mean hole radius in the pair: 3.78 nm
Tail length of second hole: 5.96 nm
Spherical one-hole binding, radial: 30.5 meV
Spherical one-hole binding, 3D basis: 30.4 meV
Four-band first-hole binding: 32.8 meV
Four-band second-hole binding: 2.32 meV
Four-band ratio: 0.0709
Six-band first-hole binding: 36.9 meV
Six-band second-hole binding: 2.1 meV
Six-band ratio: 0.0568
Core-well range, chosen: 0.24 nm
Core-well depth, fitted: 1.5 eV
Six-band plus core, first hole: 45 meV
Six-band plus core, second hole: 2.52 meV
Six-band plus core, ratio: 0.056
Temperature: 4.2 K
Thermal energy kT: 0.362 meV
Temperature where kT = A: 28.9 K
Density-of-states mass, rough input: 0.6 electron masses
Effective density of states: 1.93e+16 cm^-3
Free-hole density for half filling: 1.3e+13 cm^-3
Acceptor density: 1e+15 cm^-3
Radius of volume per acceptor: 62 nm
Applied field: 0.1 kV/cm
Field A/(e tail): 4.18 kV/cm
Tunnelling exponent: 55.8
```
